\section*{Fields on the two sides of an ionised dopant sheet}

Consider a plane sheet of fixed charge, $Q$ per unit area, embedded in an unbounded insulator of uniform permittivity $\varepsilon$. The sheet is infinite and smooth along its plane, there is no other charge, and no field is applied from outside. A rotation about any normal to the sheet leaves this arrangement unchanged, so the field has no component along the plane. A translation along the plane also changes nothing, so the normal component can depend on no coordinate but the distance $z$ from the sheet. The quantities available to build it are $Q$, in $\mathrm{C/m^2}$, $\varepsilon$, in $\mathrm{C/(V\,m)}$, and $z$, in m. The ratio $Q/\varepsilon$ has the unit of a field, V/m, and no product of powers of $Q$, $\varepsilon$ and $z$ is dimensionless: the volt occurs in $\varepsilon$ alone, which excludes $\varepsilon$; the coulomb then excludes $Q$, and the metre excludes $z$. The field is therefore a pure number times $Q/\varepsilon$, the same at every distance on a given side. Reflection in the sheet exchanges the two sides and reverses the normal direction, so the two numbers are equal and opposite.

Gauss's law supplies the number. Let $x$ run along the normal, count fields positive towards $+x$, and call the fields on the left and right $E_L$ and $E_R$. A flat box of face area $A$ enclosing part of the sheet has outward flux $\varepsilon E_R A$ through its right face and $-\varepsilon E_L A$ through its left face, where the outward normal points towards $-x$. Its sides contribute nothing. The enclosed free charge is $QA$, so
\begin{equation}
E_R-E_L=\frac{Q}{\varepsilon}. \label{jump}
\end{equation}
With $E_L=-E_R$ from the reflection, this becomes $2E_R=Q/\varepsilon$, and
\begin{equation}
E_R=+\frac{Q}{2\varepsilon},\qquad E_L=-\frac{Q}{2\varepsilon}. \label{half}
\end{equation}
For positive $Q$ both fields point away from the sheet, and for negative $Q$ both point towards it.

The two ingredients differ in strength. The jump \eqref{jump} follows from the charge on the sheet, whatever charges lie elsewhere, provided the permittivity is the same on both sides. The equal division in \eqref{half} was drawn from the reflection symmetry, which an applied field or an unsymmetrical pair of electrodes removes. In general the two fields then differ in magnitude. If $E_0=(E_L+E_R)/2$ denotes the mean of the two fields next to the sheet, adding and subtracting half the jump gives
\begin{equation}
E_L=E_0-\frac{Q}{2\varepsilon},\qquad E_R=E_0+\frac{Q}{2\varepsilon}. \label{general}
\end{equation}
Oppositely directed fields of magnitude $|Q|/(2\varepsilon)$ thus require $E_0=0$.

Coulomb's law gives the same result without an appeal to symmetry between the sides, and shows how large a sheet must be. Take a disc of radius $R$ and a point on its axis at signed height $z$. A ring of radius $\rho$ and width $d\rho$ carries charge $2\pi\rho Q\,d\rho$, all at distance $\sqrt{\rho^2+z^2}$ from the point. The factor $z/\sqrt{\rho^2+z^2}$ projects its field on the axis, so
\begin{align}
E(z)&=\int_0^R\frac{2\pi\rho\,Q}{4\pi\varepsilon}\,
\frac{z}{(\rho^2+z^2)^{3/2}}\,d\rho
=\frac{Qz}{2\varepsilon}\left[-\frac{1}{\sqrt{\rho^2+z^2}}\right]_0^R \nonumber\\
&=\frac{Q}{2\varepsilon}\left[\frac{z}{|z|}-\frac{z}{\sqrt{z^2+R^2}}\right]. \label{disc}
\end{align}
When $R\gg|z|$ the second term is small and \eqref{half} follows; the relative deficit is $|z|/R$ to leading order. At $z=5$ nm above a disc of radius 100 nm the field is 0.9501 of the ideal value, in keeping with a deficit of about 5/100. For an isolated disc of radius 50 $\mu$m the deficit at 5 nm is $1.0\times10^{-4}$. In the opposite limit, $|z|\gg R$, the expansion $(1+R^2/z^2)^{-1/2}\approx1-R^2/(2z^2)$ gives $|E|\approx|Q|R^2/(4\varepsilon z^2)$. This is the field $|Q|\pi R^2/(4\pi\varepsilon z^2)$ of a point carrying the whole charge of the disc. Near the axis, the constant field therefore belongs to distances small compared with the radius of the disc. Away from the axis a finite disc also has a field component along its plane, which, at heights smaller than the radius, is largest close to the rim.

In a capacitor the charged layer lies between electrodes. Let metal plates stand at $x=0$ and $x=d$, with the sheet at $x=a$, and let $V=\phi(0)-\phi(d)$ be the electrostatic potential difference across the insulator. This $V$ includes any contact potential difference between the metals as well as the applied voltage. The field is uniform in each part of the film, so integrating it from plate to plate gives
\begin{equation}
aE_L+(d-a)E_R=V.
\end{equation}
Inserting $E_R=E_L+Q/\varepsilon$ from \eqref{jump} turns the left side into $dE_L+(d-a)Q/\varepsilon$. Solving for $E_L$, and then adding $Q/\varepsilon$ to obtain $E_R$, yields
\begin{equation}
E_L=\frac{V}{d}-\frac{Q(d-a)}{\varepsilon d},\qquad
E_R=\frac{V}{d}+\frac{Qa}{\varepsilon d}. \label{film}
\end{equation}
Half the sum of these is $E_0=V/d+Q(2a-d)/(2\varepsilon d)$. It vanishes when
\begin{equation}
V=\frac{Q(d-2a)}{2\varepsilon}. \label{balance}
\end{equation}
At $V=0$ the fields are equal and opposite if the sheet lies at mid-film. Elsewhere the larger field is on the side of the nearer electrode, because both parts must then drop the same potential and the thinner part needs the stronger field.

Thickening the film does not by itself restore the isolated result. With $V=0$ and $a$ held fixed while $d\to\infty$, \eqref{film} gives $E_L\to-Q/\varepsilon$ and $E_R\to0$: the near electrode takes up all the countercharge and screens the sheet from the far side. With $a/d=1/2$ held fixed instead, the division stays equal at every $d$. What matters is where the countercharge sits. The field inside the metals is zero, so Gauss's law gives the plate charges $\sigma_L=\varepsilon E_L$ and $\sigma_R=-\varepsilon E_R$. For the central sheet at $V=0$ both equal $-Q/2$. Taking both plates as the zero of potential, the sheet then lies at
\begin{equation}
\phi(d/2)=-\frac d2E_L=\frac{Qd}{4\varepsilon}. \label{potential}
\end{equation}

As an example, take a hafnium oxide film grown by atomic layer deposition, with a single aluminium-doped layer at its middle and like metal electrodes at $V=0$. Round parameters are $d=10$ nm, relative permittivity 20 and a net ionised acceptor density $N=5\times10^{12}\ \mathrm{cm^{-2}}$. Aluminium on a hafnium site acts as an acceptor, so the ionised sheet is negative:
\begin{equation}
Q=-eN=-(1.602\times10^{-19}\ \mathrm C)(5\times10^{12}\ \mathrm{cm^{-2}})
=-0.801\ \mathrm{\mu C/cm^2}.
\end{equation}
In SI units this is $-8.01\times10^{-3}\ \mathrm{C/m^2}$, and the field magnitude is
\begin{equation}
\frac{|Q|}{2\varepsilon}=
\frac{8.01\times10^{-3}\ \mathrm{C/m^2}}{2\times20\times8.854\times10^{-12}\ \mathrm{C/(V\,m)}}
=22.6\ \mathrm{MV/m}=0.226\ \mathrm{MV/cm}.
\end{equation}
Hence $E_L=+0.226$ MV/cm and $E_R=-0.226$ MV/cm, both towards the negative sheet. Each electrode carries $+0.401\ \mathrm{\mu C/cm^2}$, and by \eqref{potential} the sheet lies at $-0.113$ V.

If the sheet is moved to $a=4$ nm with $V=0$ held fixed, the jump keeps its magnitude of 0.452 MV/cm but is divided in the ratio 6:4. This gives $E_L=0.6\times0.452=+0.271$ MV/cm and $E_R=-0.4\times0.452=-0.181$ MV/cm. Equation \eqref{balance} says that equal magnitudes return at $V=-(0.226\ \mathrm{MV/cm})(2\ \mathrm{nm})=-0.045$ V. A finite-difference solution of Poisson's equation on 400 cells, with the sheet charge placed on one node, reproduces both the unequal fields and this balancing voltage.

A real layer also has some thickness. Suppose the charge is spread evenly over a width $w$ about mid-film, still at $V=0$. By symmetry the field vanishes at the midplane, and at a distance $s$ to its right Gauss's law gives $Qs/(\varepsilon w)$ inside the layer. At the edge, $s=w/2$, this reaches $Q/(2\varepsilon)$, and it stays there up to the plate. The outside fields are those of the thin sheet. Integrating the field from the midplane to the right plate gives the central potential,
\begin{equation}
\phi(d/2)=\int_0^{w/2}\frac{Qs}{\varepsilon w}\,ds
+\frac{Q}{2\varepsilon}\left(\frac d2-\frac w2\right)
=\frac{Qw}{8\varepsilon}+\frac{Qd}{4\varepsilon}-\frac{Qw}{4\varepsilon}
=\frac{Qd}{4\varepsilon}-\frac{Qw}{8\varepsilon}.
\end{equation}
For $w=1$ nm the magnitude of the potential falls by 5.65 mV, about 5\% of 0.113 V.

The smoothness of the charge along the plane is a more serious idealisation. Here $N$ counts only the net charges: any dopants compensated by oxygen vacancies are taken to form compact neutral groups with them, whose fields are neglected. This neglect is fair several nanometres from the sheet, where the dipole and higher fields of such groups have decayed, but not at about 1 nm if the groups outnumber the net charges. The length $1/\sqrt N$, which would be the spacing of the remaining dopants on a square grid, is 4.47 nm, close to the 5 nm between sheet and electrode. Suppose these dopants occupy independent random positions, each with charge $q=Q/N$, and let $g(\boldsymbol\rho)$ be the normal field at the point of observation due to one dopant at lateral displacement $\boldsymbol\rho$. A small cell of area $dA$ is occupied with probability $N\,dA$. To first order in $dA$ it contributes $gN\,dA$ to the mean field and $g^2N\,dA$ to the variance, and variances of independent cells add. In an unbounded insulator, with $z>0$, $g=qz/[4\pi\varepsilon(\rho^2+z^2)^{3/2}]$. The mean is the ring integral \eqref{disc} with $R\to\infty$, again $Q/(2\varepsilon)$. The variance is
\begin{equation}
N\left(\frac{qz}{4\pi\varepsilon}\right)^2
\int_0^\infty\frac{2\pi\rho\,d\rho}{(\rho^2+z^2)^3}
=N\left(\frac{qz}{4\pi\varepsilon}\right)^2\frac{2\pi}{4z^4}
=\frac{Nq^2}{32\pi\varepsilon^2z^2}.
\end{equation}
Dividing by the squared mean, $N^2q^2/(4\varepsilon^2)$, and taking the root gives the relative standard deviation
\begin{equation}
\frac{\Delta E}{|Q|/(2\varepsilon)}=\frac{1}{z\sqrt{8\pi N}}. \label{free}
\end{equation}
At $z=5$ nm it is 0.178.

The electrodes alter this spread. For one dopant at mid-film, Fourier transform the potential along the plane, with lateral wavenumber $k$. Away from the dopant the transform obeys $\phi_k''=k^2\phi_k$, and it vanishes at both plates. By symmetry it is therefore $B\sinh kx$ on the left and $B\sinh k(d-x)$ on the right. The point charge makes the slope jump by $-q/\varepsilon$ at $x=d/2$:
\begin{equation}
-kB\cosh\frac{kd}{2}-kB\cosh\frac{kd}{2}=-\frac q\varepsilon
\quad\Longrightarrow\quad
B=\frac{q}{2\varepsilon k\cosh(kd/2)}.
\end{equation}
The normal field on the right is minus the slope,
\begin{equation}
g_k(x)=\frac{q}{2\varepsilon}\,\frac{\cosh k(d-x)}{\cosh(kd/2)}. \label{mode}
\end{equation}
The component at $k=0$ is the integral of $g$ over the plane. It equals $q/(2\varepsilon)$ at every $x$ on this side, so the mean field $Ng_0$ is still $Q/(2\varepsilon)$. For the variance at the plate, $x=d$, Parseval's theorem replaces $\int g^2\,d^2\rho$ by $\int|g_k|^2\,d^2k/(2\pi)^2$. With $u=kd/2$,
\begin{equation}
N\int\frac{d^2k}{(2\pi)^2}\,|g_k|^2
=\frac{Nq^2}{4\varepsilon^2}\,\frac1{2\pi}\int_0^\infty\frac{k\,dk}{\cosh^2(kd/2)}
=\frac{Nq^2}{4\varepsilon^2}\,\frac{1}{2\pi}\,\frac{4}{d^2}\int_0^\infty\frac{u\,du}{\cosh^2u}.
\end{equation}
The last integral is the limit of $u\tanh u-\ln\cosh u$ at large $u$. There $\tanh u\to1$ and $\ln\cosh u\to u-\ln2$, which leaves $\ln2$. Dividing by the squared mean as before,
\begin{equation}
\frac{\Delta E}{|Q|/(2\varepsilon)}=\frac1d\sqrt{\frac{2\ln2}{\pi N}}=0.297
\quad\text{at the electrode}. \label{plate}
\end{equation}
This exceeds the unbounded value at the same distance because the plates multiply each component of finite $k$, which would be $(q/2\varepsilon)e^{-kd/2}$ without them, by $2/(1+e^{-kd})$, a factor between 1 and 2, while leaving the mean unchanged. As a test, 4000 random arrangements of dopants on a disc of radius 60 nm, with the field of each dopant found from its image charges, gave a mean of 1.002 and a standard deviation of 0.299 in units of $Q/(2\varepsilon)$. Only 1 nm from the sheet the net charges alone give a spread of 0.902 of the mean. This is a lower bound: at about ten neutral groups per net charge, with charges a few tenths of a nanometre apart, the groups add a spread of similar size or larger at this distance. There \eqref{half} describes the lateral average and not the field at a typical point.

The sheet must also stay ionised. In equilibrium with the electrodes, an acceptor level at energy $\Delta$ below the Fermi level is ionised with probability $[1+4e^{-\Delta/k_BT}]^{-1}$, where 4 is an assumed degeneracy ratio of the neutral to the ionised state. Setting this to 0.99 gives $4e^{-\Delta/k_BT}=1/99$, so $\Delta=k_BT\ln396=0.155$ eV at 300 K. The sheet potential of $-0.113$ V raises electron energies by 0.113 eV. Without the sheet charge, the level must therefore lie 0.268 eV below the Fermi level. This is a mean-field estimate for a smooth sheet. The shift of 0.113 eV equals the average shift at a dopant when the positions are independent and random. For evenly spaced dopants it is smaller, about 0.06 eV on a square grid, because a dopant does not feel its own charge. Among randomly placed dopants, some have close neighbours that raise their electron energy well above the average, so a deeper level is needed for the same ionised fraction.

Set beside real films, the thickness and permittivity are roughly typical of hafnium oxide capacitors. The charge density is a choice: one aluminium cycle can deposit of order $10^{14}$ atoms per $\mathrm{cm^2}$, and $N$ stands for the small part left uncompensated by oxygen vacancies, assumed to lie in the same layer. If the compensated dopants and the vacancies sit at independent positions instead of in compact neutral groups, each of them adds to the variance of the field while the mean stays fixed, and the spread is larger than the values found above. The variance scales with the sum of the squared charges. For $10^{14}$ ionised aluminium atoms and $0.475\times10^{14}$ doubly charged vacancies per $\mathrm{cm^2}$ it grows by $(10^{14}+4\times0.475\times10^{14})/(5\times10^{12})=58$. The spread then grows by a factor of 7.6 and exceeds the mean field even at the electrode. The mean sheet field is about 6\% of a rough breakdown field of 4 MV/cm. Real devices readily break the condition $E_0=0$. A contact difference of $V=0.1$ V adds 0.100 MV/cm throughout, 44\% of the sheet field, and changes the pair to $+0.326$ and $-0.126$ MV/cm. Placing the sheet 0.5 nm too far to the right, at $V=0$, gives $+0.204$ and $-0.249$ MV/cm, a change of 10\% in each magnitude. Linear response can fail as well: some aluminium-doped hafnium oxide films are ferroelectric, with a remanent polarisation of roughly $10\ \mathrm{\mu C/cm^2}$, over ten times $|Q|$. With a remanent polarisation $P$ along $x$, Gauss's law holds for $\varepsilon E+P$ in place of $\varepsilon E$. If $P$ is uniform between ideal metal plates at fixed $V$, it cancels from the jump and alters only the plate charges. If it changes from $P_L$ to $P_R$ across the sheet, $Q$ in \eqref{film} is replaced by $Q-(P_R-P_L)$. A drop of $1\ \mathrm{\mu C/cm^2}$ from left to right then outweighs the dopants and reverses both fields of the central sheet at $V=0$.

\section*{Computed values}
\begin{verbatim}
film thickness d = 10.0 nm
relative permittivity = 20.0
net ionised acceptor density N = 5.00e+12 cm^-2
temperature = 300 K
sheet charge Q = -0.8011 uC/cm2
field jump Q/eps = -0.4524 MV/cm
central sheet, V=0: E_left = +0.2262 MV/cm
central sheet, V=0: E_right = -0.2262 MV/cm
field magnitude |Q|/(2 eps) = 22.62 MV/m
charge on left electrode = +0.4005 uC/cm2
charge on right electrode = +0.4005 uC/cm2
potential of central sheet = -0.1131 V
off-centre sheet position a = 4.0 nm
off-centre, V=0: E_left = +0.2714 MV/cm
off-centre, V=0: E_right = -0.1810 MV/cm
off-centre balancing voltage = -0.0452 V
disc, z=5 nm, R=100 nm: field/(Q/2eps) = 0.9501
pad radius = 50 um
isolated-pad deficit z/R at z=5 nm = 1.0e-04
random ions, mean field/(Q/2eps) = 1.002
random ions, sampled spread at electrode = 0.299
spread at electrode, formula = 0.297 of mean
spread 1 nm from sheet in film = 0.902 of mean
spread at 5 nm, unbounded insulator = 0.178 of mean
mean dopant spacing 1/sqrt(N) = 4.47 nm
misplacement of sheet = 0.5 nm
misplaced sheet: E_left = +0.2036 MV/cm
misplaced sheet: E_right = -0.2488 MV/cm
contact potential difference = 0.10 V
field from contact difference = 0.100 MV/cm
contact field / sheet field = 0.442
layer width after spreading = 1.0 nm
loss of central potential by spreading = 5.65 mV
rough breakdown field = 4 MV/cm
sheet field / breakdown field = 0.057
assumed acceptor degeneracy = 4
level depth below Fermi level for 99% ionised = 0.155 eV
same depth before mean sheet shift = 0.268 eV
\end{verbatim}
